# Magnetoresistance of a metal with open orbits, part 2

A metal in a small electric field $\mathbf E$ and a magnetic field $\mathbf B=B\hat{\mathbf z}$, $B>0$, has closed Fermi-surface orbits and periodic open ones, all advancing along $k_x$. We seek its resistivity at large $B$. Hartree atomic units are used, with electron charge $-1$, band velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$, $\mathbf J=\sigma\mathbf E$ and $\rho=\sigma^{-1}$. Electrons move semiclassically within one band, at zero temperature, with one constant relaxation time $\tau$. Fermi-surface sums include all bands crossing $E_F$.

**Part (a).** With $t$ the time along an orbit,

$$\dot k_x=-Bv_y,\qquad \dot k_y=Bv_x,\qquad \dot k_z=0 .$$

A bar is an orbit's time average, $T$ its period and $\Omega=2\pi/T\propto B$. Closed orbits have $\bar v_x=\bar v_y=0$. On open ones $k_x$ advances by $sG$ per period ($G>0$, $s=\pm1$) and $y$ by $\Delta y$:

$$\bar v_x=0,\qquad \bar v_y=\frac{\Delta y}{T}=-\frac{sG}{BT},$$

independent of $B$.

**Parts (b) and (c).** Define $L=1/\tau+d/dt$, $Mg=\frac1\tau L^{-1}g$, $w=k_y-\bar k_y$ and

$$\langle f,g\rangle=\int\frac{d^3k}{4\pi^3}\,\delta(\varepsilon-E_F)\,f\,g ,$$

whose measure along an orbit is $B\,dt$. Then $\sigma_{ij}=\langle v_i,\,L^{-1}v_j\rangle$. For periodic $f,g$,

$$\left\langle\frac{df}{dt},g\right\rangle=-\left\langle f,\frac{dg}{dt}\right\rangle .$$

Since $w$ is periodic and $v_x=\frac{\dot w}{B}$, at any $B$, for $j=y$ or $z$,

$$L^{-1}v_x=\frac1BL^{-1}\dot w=\frac1B\,(w-Mw),$$
$$\sigma_{xx}=\frac1{B^2\tau}\langle w,\,w-Mw\rangle,\qquad \sigma_{xj}=-\frac1B\langle w,\,v_j-Mv_j\rangle .$$

**Part (d).** In $\sigma_{yy}=\tau\langle v_y,Mv_y\rangle$, the orbit average of $v_yMv_y$ is $\sum_n|v_{y,n}|^2/(1+n^2\Omega^2\tau^2)$, with $v_{y,n}$ the Fourier coefficients of $v_y$. So $\sigma_{yy}$ falls towards its limit from above. For $j,l\in\{y,z\}$ and $B\to\infty$,

$$\sigma_{xx}\to\frac{\langle w,w\rangle}{B^2\tau},\quad \sigma_{xj}\to-\frac{\langle w,v_j\rangle}{B},\quad \sigma_{jx}\to\frac{\langle w,v_j\rangle}{B},\quad \sigma_{jl}\to\tau\langle\bar v_j,\bar v_l\rangle .$$

**Part (e), question.** Find the leading field dependence of $\rho_{xx}$ and $\rho_{yy}$, and show that neither leading coefficient can vanish. State what must be assumed about the drift velocities.

**Solution.** The powers of $B$ can be taken out of the tensor by writing

$$\sigma=DSD,\qquad D=\mathrm{diag}(1/B,\,1,\,1).$$

Each index $x$ then carries one factor $1/B$, which matches the limits above. The matrix $S$ tends to a finite matrix $S_0$ with elements

$$S_{0,xx}=\frac{\langle w,w\rangle}{\tau},\quad S_{0,jx}=-S_{0,xj}=\langle w,v_j\rangle,\quad S_{0,jl}=\tau\langle\bar v_j,\bar v_l\rangle .$$

Take any real vector $\mathbf u$ and form $\mathbf u\cdot S_0\mathbf u$. The elements that link $x$ to $y$ and $z$ are antisymmetric and cancel. What is left is

$$\mathbf u\cdot S_0\mathbf u=\frac{u_x^2}{\tau}\langle w,w\rangle+\tau\left\langle u_y\bar v_y+u_z\bar v_z,\;u_y\bar v_y+u_z\bar v_z\right\rangle .$$

Assume that $\bar v_y$ and $\bar v_z$ are linearly independent as functions on the Fermi surface, and that $w$ is not zero everywhere. The expression is then positive for every $\mathbf u\ne0$. If $S_0\mathbf u=0$, the left side is zero and so $\mathbf u=0$. Hence $S_0$ has an inverse.

The diagonal of the inverse is positive as well. For a unit vector $\mathbf e$ along an axis, let $\mathbf u=S_0^{-1}\mathbf e$. Then

$$\mathbf e\cdot S_0^{-1}\mathbf e=(S_0\mathbf u)\cdot\mathbf u>0 .$$

Since $S\to S_0$ and $S_0$ is invertible, $S^{-1}\to S_0^{-1}$. The resistivity is $\rho=D^{-1}S^{-1}D^{-1}$ with $D^{-1}=\mathrm{diag}(B,1,1)$, which gives

$$\rho_{xx}\to B^2\,(S_0^{-1})_{xx},\qquad \rho_{yy}\to(S_0^{-1})_{yy}.$$

For current along $k_x$, the open direction in k-space, the resistivity grows as $B^2$. For current along $y$, it saturates at a positive value.

The mechanism is clearest when the $z$ direction decouples, so that $S_{0,xz}=S_{0,yz}=0$. Write $p=\langle w,w\rangle/\tau$, $q=\langle w,v_y\rangle$ and $r=\tau\langle\bar v_y,\bar v_y\rangle$. At high field,

$$J_x=\frac{p}{B^2}E_x-\frac qBE_y,\qquad J_y=\frac qBE_x+rE_y .$$

Let the current flow along $x$, so that $J_y=0$. The second equation gives $E_y=-qE_x/(rB)$. The open orbits conduct well along $y$, so a transverse field much smaller than $E_x$ is enough to stop the transverse current. Inserting it in the first equation,

$$J_x=\frac1{B^2}\left(p+\frac{q^2}{r}\right)E_x,\qquad \rho_{xx}=\frac{B^2r}{pr+q^2}.$$

Let the current flow along $y$ instead, so that $J_x=0$. Now $E_x=(qB/p)E_y$, a transverse field that grows with $B$ when $q\ne0$, and

$$J_y=\left(\frac{q^2}{p}+r\right)E_y,\qquad \rho_{yy}=\frac{p}{pr+q^2}.$$

The saturated resistivity is therefore not $1/\sigma_{yy}$ in general. With $z$ decoupled, the transverse field drives an additional current along $y$, and this lowers $\rho_{yy}$. When $z$ is coupled, the condition $J_z=0$ replaces $r$ by the smaller $r-S_{0,yz}^2/S_{0,zz}$, so $\rho_{yy}$ can also lie above $1/\sigma_{yy}$ if $q$ is small.

### (f) Current at an angle

**Question.** A long sample carries current in the plane normal to $\mathbf B$, at an angle $\alpha$ to $k_x$. How does its resistivity behave at high field?

**Solution.** The sides of the sample fix the direction of the current, $\mathbf J=J(\cos\alpha,\sin\alpha,0)$. The field component along the current, divided by $J$, is

$$\rho(\alpha)=\rho_{xx}\cos^2\alpha+(\rho_{xy}+\rho_{yx})\sin\alpha\cos\alpha+\rho_{yy}\sin^2\alpha .$$

Each off-diagonal element could grow as $B$, but their leading parts cancel. With $P=\mathrm{diag}(-1,1,1)$, the signs in $S_0$ give $S_0^{T}=PS_0P$. Inverting both sides, $(S_0^{-1})^{T}=PS_0^{-1}P$, so $(S_0^{-1})_{yx}=-(S_0^{-1})_{xy}$. The middle term thus grows more slowly than $B$, and

$$\rho(\alpha)\to B^2\cos^2\alpha\,(S_0^{-1})_{xx}\qquad(\cos\alpha\neq0).$$

Saturation requires the current to be at right angles to $k_x$. Near that direction, the quadratic term takes over once $B^2\cos^2\alpha\,(S_0^{-1})_{xx}$ exceeds $(S_0^{-1})_{yy}$, so a small misalignment shows at a high enough field.

### (g) What closed orbits do without open ones

**Question.** Suppose every orbit is closed. Find the high-field behaviour of $\rho_{xx}$ and $\rho_{yy}$ when the electron and hole densities differ, and when they are equal. What then distinguishes a metal with open orbits?

**Solution.** With all orbits closed, $w'=k_x-\bar k_x$ is also periodic, and $\dot k_x=-Bv_y$ gives $v_y=-\dot w'/B$. The argument that made $\sigma_{xx}$ of order $B^{-2}$ now applies to $\sigma_{yy}$ too. The scaling matrix $D$ of part (e) no longer fits, because the limit of $\sigma_{yy}$ is zero.

The Hall component is still $\sigma_{xy}\to-\langle w,v_y\rangle/B$. The bracket has measure $B\,dt$ along an orbit, and $Bv_y\,dt=-dk_x$, so

$$\langle w,v_y\rangle=-\frac1{4\pi^3}\int dk_z\sum_{\text{orbits}}\oint k_y\,dk_x .$$

The constant $\bar k_y$ has dropped out because $\oint dk_x=0$. On an electron orbit the velocity points outwards. At the top of the orbit $v_y>0$ and $\dot k_x<0$, so the orbit is run anticlockwise and $\oint k_y\,dk_x=-A$, where $A$ is the enclosed area. Its contribution is $\int A\,dk_z/(4\pi^3)$, the density of the enclosed electrons. On a hole orbit the velocity points inwards, the sense is reversed, and the contribution is minus the density of holes. Altogether $\langle w,v_y\rangle=n_e-n_h$. Here $n_e$ and $n_h$ count the states enclosed by orbits in the planes normal to $\mathbf B$. They can depend on the field direction and need not equal the number of electrons in a band, because one band can have electron orbits in some planes and hole orbits in others. A half-filled simple cubic nearest-neighbour band with $\mathbf B$ along a cube axis holds one electron per cell and has $n_e=n_h$ in this sense.

The $z$ direction can be eliminated by setting $J_z=0$. This replaces $\sigma_{ab}$ in the plane by $\sigma_{ab}-\sigma_{az}\sigma_{zb}/\sigma_{zz}$. Both $\sigma_{az}$ and $\sigma_{zb}$ are of order $B^{-1}$ and $\sigma_{zz}$ tends to a positive limit provided $\bar v_z$ is not zero everywhere, so the change is of order $B^{-2}$ and the orders of magnitude stay as they were.

If $n_e\neq n_h$, the determinant of the $2\times2$ tensor is dominated by the Hall terms and tends to $(n_e-n_h)^2/B^2$. Since $\rho_{xx}$ is the effective $\sigma_{yy}$ divided by this determinant, it is a ratio of two quantities of order $B^{-2}$. It saturates, and so does $\rho_{yy}$.

If $n_e=n_h$, the term of order $1/B$ in $\sigma_{xy}$ vanishes. To find what is left, use $L^{-1}v_y=-(w'-Mw')/B$, which follows as for $v_x$ in part (c):

$$\sigma_{xy}=-\frac1{B^2}\langle\dot w,w'\rangle+\frac1{B^2}\langle\dot w,Mw'\rangle .$$

The first term equals $-(n_e-n_h)/B=0$, because $\langle\dot w,w'\rangle=-\langle w,\dot w'\rangle=B\langle w,v_y\rangle$. The second equals $-\langle w,w'-Mw'\rangle/(B^2\tau)$, of order $B^{-2}$. All components in the plane are then of order $B^{-2}$. The scaling of part (e) works with $D=\mathrm{diag}(1/B,1/B,1)$, and the limiting form is positive if $w$ and $w'$ are linearly independent and $\bar v_z$ is not zero everywhere. Both $\rho_{xx}$ and $\rho_{yy}$ grow as $B^2$.

Growth as $B^2$ by itself is therefore no proof of open orbits. Within this model their mark is growth for one current direction in the plane together with saturation for the direction at right angles to it.

The result of part (e) can fail when its assumptions do. If there are also open orbits along another direction, $\bar v_x$ is no longer zero and $\sigma_{xx}$ stays finite too. With $\bar v_x$, $\bar v_y$ and $\bar v_z$ linearly independent, the whole limiting tensor $\tau\langle\bar v_i,\bar v_j\rangle$ is invertible, and the resistivity saturates for every current direction. If $\mathbf B$ is turned so that the open orbits become very long closed ones, their $\bar v_y$ is zero. By the expansion of part (d), however, each harmonic of $v_y$ enters $\sigma_{yy}$ with the weight $1/(1+n^2\Omega^2\tau^2)$. The higher harmonics are lost first, when $n\Omega\tau$ reaches one. At $\Omega\tau=1$, with $\Omega$ the frequency of the long orbit itself, at most half of the contribution is left, and it disappears only when that $\Omega\tau$ is large. Tunnelling between orbits lies outside the model, and the results above are not derived for it.

### (h) A two-band model in numbers

**Question.** Two uncoupled bands have the same shape,

$$\varepsilon_0=-2t_x\cos ak_x-2t_y\cos ak_y-2t_z\cos(ak_y+ak_z),$$

and the second is raised by $0.050$ hartree. Take $a=6.0$ bohr, $(t_x,t_y,t_z)=(0.010,0.030,0.004)$ hartree, $E_F=-0.010$ hartree and $\tau=4.0\times10^5$ a.u. ($9.68$ ps). Identify the orbits, evaluate the high-field coefficients, and compare them with the resistivity at finite field.

**Solution.** At fixed $k_z$ the two terms in $k_y$ combine into $-2R\cos(ak_y+\varphi)$, where $Re^{i\varphi}=t_y+t_ze^{iak_z}$. The amplitude $R$ lies between $0.026$ and $0.034$ hartree. An orbit at level $E$ of the band shape obeys

$$\cos(ak_y+\varphi)=\frac{-E/2-t_x\cos ak_x}{R}.$$

For the first band $E=-0.010$, and the numerator is at most $0.015$ in size, less than $R$. There are two solutions $k_y$ for every $k_x$, which form two open sheets along $k_x$. For the second band $E=-0.060$. The numerator is $0.020$ at $ak_x=0$, which allows a solution, and $0.040$ at $ak_x=\pi$, which does not. These orbits are closed and enclose electrons.

One open orbit, in the plane $ak_z=1.309$ on the sheet with $v_y>0$, at $B=2.0\times10^{-5}$, has the period $1.4564\times10^5$ a.u. and advances by $1.0472$ bohr$^{-1}$ in the negative $k_x$ direction. Part (a) gives its drift:

$$\bar v_y=\frac{1.0472}{(2.0\times10^{-5})(1.4564\times10^5)}=0.3595\ \text{a.u.}$$

The elements of $S_0$, in atomic units, are

$$S_{0,xx}=1.40266\times10^{-9},\quad S_{0,yx}=9.8355\times10^{-4},\quad S_{0,zx}=2.271\times10^{-5},$$
$$S_{0,yy}=2439.3,\quad S_{0,yz}=24.01,\quad S_{0,zz}=39.71 .$$

The closed band supplies $9.491\times10^{-4}$ of $S_{0,yx}$, equal to its electron density in bohr$^{-3}$, as part (g) requires.

Eliminating $z$ by $J_z=0$ gives the effective coefficients of part (e). The signs of $S_{0,xz}=-S_{0,zx}$ are kept:

$$p=1.40266\times10^{-9}+\frac{(2.271\times10^{-5})^2}{39.71}=1.4156\times10^{-9},$$
$$q=9.8355\times10^{-4}-\frac{(24.01)(2.271\times10^{-5})}{39.71}=9.698\times10^{-4},$$
$$r=2439.3-\frac{(24.01)^2}{39.71}=2424.8 .$$

Then $pr+q^2=3.4326\times10^{-6}+0.9406\times10^{-6}=4.373\times10^{-6}$, and

$$\frac{\rho_{xx}}{B^2}\to\frac{2424.8}{4.373\times10^{-6}}=5.545\times10^8,\qquad \rho_{yy}\to\frac{1.4156\times10^{-9}}{4.373\times10^{-6}}=3.237\times10^{-4}.$$

The Boltzmann equation, solved numerically at finite field, gives the following values in atomic units.

| $B$ | $\sigma_{xx}$ | $\sigma_{yy}$ | $\rho_{xx}$ | $\rho_{yy}$ |
|---|---|---|---|---|
| $0$ | 338.7 | 3216 | 0.00295 | $3.156\times10^{-4}$ |
| $1\times10^{-5}$ | 13.30 | 2485 | 0.0596 | $3.235\times10^{-4}$ |
| $2\times10^{-5}$ | 3.459 | 2451 | 0.2259 | $3.237\times10^{-4}$ |
| $4\times10^{-5}$ | 0.8737 | 2442 | 0.8913 | $3.237\times10^{-4}$ |
| $8\times10^{-5}$ | 0.2190 | 2440 | 3.553 | $3.237\times10^{-4}$ |

The smallest $\Omega\tau$ among the computed orbits is $3.8$ at $B=1\times10^{-5}$ and eight times that in the last row. As part (d) predicts, $\sigma_{yy}$ falls towards its limit from above.

At the highest field the limiting law gives $\rho_{xx}=3.549$, and the computed value is $0.1\%$ above it. The excess is about $0.004$ a.u. in all four rows with a field, so in this range the resistivity is close to the $B^2$ law plus a constant. This constant makes the exponent between the last two rows $1.995$, slightly below $2$.

From zero field to the last row, $\sigma_{yy}$ drops by about $24\%$, yet $\rho_{yy}$ rises by just $2.6\%$. Part (e) accounts for the difference. The saturated value is $1/(r+q^2/p)$, with $q^2/p=664$, so the transverse field restores much of the lost conduction: $2425+664=3089$, against $1/\rho_{yy}=3168$ at zero field, where the condition $J_z=0$ already lowers the value below $\sigma_{yy}=3216$. The ratio $3168/3089$ is the rise of $2.6\%$.

The last field is $18.8$ T. There $\rho_{xx}=77.2\ \mu\Omega\,$cm, about $1200$ times its zero-field value, while $\rho_{yy}=7.04\times10^{-3}\ \mu\Omega\,$cm. At $\alpha=45^\circ$ the resistivity is $1.7765$ a.u., about $0.0002$ a.u. above half of $\rho_{xx}$. In this model the middle term of part (f) vanishes at every field. The antisymmetry of $d/dt$ gives $\sigma_{ij}(B)=\sigma_{ji}(-B)$, and the mirror symmetry $k_x\to-k_x$ makes the $xy$ elements odd in $B$. The value is therefore $(\rho_{xx}+\rho_{yy})/2$ and is not a test of the general cancellation.

The contrasts of part (g) appear at the same field. With the closed band alone, $\rho_{xx}$ and $\rho_{yy}$ are $1.04$ and $1.00$ times their zero-field values. With an added hole band of equal density, the factors are about $1050$ and $980$, large in both directions.

These numbers belong to a model with a constant $\tau$ and without quantum oscillations. At the last field the spacing $\Omega$ of the Landau levels of the closed orbits is about $8\times10^{-5}$ hartree, or $25$ K, and $\Omega\tau$ is about $30$, so at low temperature the quantization left out here would add oscillations to these values. The numerical check tests the limiting tensor, the identities of part (c) for $\sigma_{xx}$, $\sigma_{xy}$ and $\sigma_{xz}$, and the field laws of all three cases.

## Numbers as computed

```
lattice constant a = 6.0 bohr
hoppings tx, ty, tz = 0.010, 0.030, 0.004 hartree
Fermi energy = -0.010, band shift = 0.050 hartree
relaxation time = 4.0e+05 a.u. = 9.68 ps
sample open orbit: field = 2.0e-05 a.u., a*kz = 1.3090
  period = 1.4564e+05 a.u., k_x advance = -1.04720 1/bohr
  mean v_y = 0.35952 a.u., y shift per period = 5.2360e+04 bohr
  x shift per period / y shift = 2.7e-13
smallest (2 pi/period)*tau at B = 1e-5 a.u.: 3.83
closed band electron density = 9.49057e-04 bohr^-3
closed band <w v_y> = 9.49057e-04 bohr^-3
<w w>/tau = S0_xx = 1.40266e-09 a.u.
<w v_y> = S0_yx = 9.83553e-04 a.u.
<w v_z> = S0_zx = 2.27103e-05 a.u.
limit of sigma_yy = S0_yy = 2.43928e+03 a.u.
limit of sigma_yz = S0_yz = 2.40141e+01 a.u.
limit of sigma_zz = S0_zz = 3.97133e+01 a.u.
(S0^-1)_xx = 5.54464e+08 a.u., (S0^-1)_yy = 3.23714e-04 a.u.
zero field sigma_xx, sigma_yy = 3.3865e+02, 3.2162e+03 a.u.
zero field rho_xx, rho_yy = 2.9529e-03, 3.1564e-04 a.u.
B, sigma_xx, sigma_xy, sigma_yy, rho_xx, rho_yy (all a.u.)
  1e-05 1.3297e+01 -9.2676e+01 2.4852e+03 5.9572e-02 3.2353e-04
  2e-05 3.4590e+00 -4.8435e+01 2.4513e+03 2.2593e-01 3.2367e-04
  4e-05 8.7365e-01 -2.4495e+01 2.4423e+03 8.9129e-01 3.2370e-04
  8e-05 2.1898e-01 -1.2283e+01 2.4400e+03 3.5527e+00 3.2371e-04
exponent of rho_xx, last two fields = 1.9950
exponent of rho_yy, last two fields = 0.0000
limit law B^2 (S0^-1)_xx at top field = 3.5486e+00 a.u.
rho_xx(top)/rho_xx(0) = 1203.135
rho_yy(top)/rho_yy(0) = 1.0256
rho at 45 degrees, top field = 1.7765e+00 a.u.
top field = 18.80 T
rho_xx at top field = 7.7236e+01 microohm cm
rho_yy at top field = 7.0374e-03 microohm cm
closed band alone: rho(top)/rho(0) xx, yy = 1.0392, 1.0020
compensated closed bands: rho(top)/rho(0) xx, yy = 1045.0637, 980.5292
largest scaled deviation from S0 at B = 1e-3 a.u.: 5.5e-06
lowest eigenvalue, scaled symmetric part of S0: 0.9228
```
